# Gamma-Matrix Hermiticity and the Dirac Adjoint in Non-Unitary Representations

**Q:** I take the Hermiticity of the gamma matrices to be part of their algebra. With metric $\eta=\mathrm{diag}(1,-1,-1,-1)$, the Clifford relations

$$\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2\eta^{\mu\nu}$$

give $(\gamma^0)^2=1$ and $(\gamma^i)^2=-1$. So $\gamma^0$ has eigenvalues $\pm1$ and $\gamma^i$ has eigenvalues $\pm i$. Real eigenvalues mean Hermitian, imaginary ones mean anti-Hermitian. Where is the gap?

**A:** In the last inference. A Hermitian matrix has real eigenvalues, but a matrix with real eigenvalues is Hermitian only if its eigenvectors can also be chosen orthogonal. The Clifford relations contain products and sums, and no dagger, so they cannot see orthogonality. If $\gamma^\mu$ satisfies them, so does $\gamma'^\mu=S\gamma^\mu S^{-1}$ for any invertible $S$, because

$$\gamma'^\mu\gamma'^\nu+\gamma'^\nu\gamma'^\mu=S(\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu)S^{-1}=2\eta^{\mu\nu}.$$

Start from the standard matrices, written in $2\times2$ blocks, and multiply the lower two spinor components by a real $\lambda>0$, so that $S=\mathrm{diag}(1,1,\lambda,\lambda)$:

$$\gamma'^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
\gamma'^i=\begin{pmatrix}0&\sigma_i/\lambda\\-\lambda\sigma_i&0\end{pmatrix}.$$

The factors of $\lambda$ cancel in $(\gamma'^i)^2=-1$. Yet $\gamma'^i$ is anti-Hermitian only for $\lambda=1$. Here $\gamma'^0$ is still Hermitian, so checking that matrix alone would not reveal the change; a general $S$ spoils it too.

**Q:** Then what puts the usual Hermiticity into the theory?

**A:** A choice of inner product. In Hartree atomic units, with $x^0=ct$ and electron mass 1, the free Dirac equation is $i\gamma^\mu\partial_\mu\psi=c\psi$. Multiplying by $c\gamma^0$ and using $\mathbf p=-i\nabla$ gives

$$i\partial_t\psi=H\psi,\qquad H=c\,\gamma^0\gamma^kp^k+c^2\gamma^0 .$$

Suppose you want $\psi^\dagger\psi$ as the density, and therefore $H^\dagger=H$ at every momentum. At $\mathbf p=0$ this requires $\gamma^{0\dagger}=\gamma^0$. The terms linear in $p^k$ then require $\gamma^{k\dagger}\gamma^0=\gamma^0\gamma^k$. Multiplying from the right by $\gamma^0$ gives $\gamma^{k\dagger}=\gamma^0\gamma^k\gamma^0=-\gamma^k$.

This extra condition is the same as unitarity of the four matrices, since $(\gamma^0)^{-1}=\gamma^0$ and $(\gamma^i)^{-1}=-\gamma^i$. A non-unitary representation, in this sense, is one where some $\gamma^\mu$ is not a unitary matrix. The term does not refer to boosts, whose spinor matrices are non-unitary even in the standard representation.

**Q:** Suppose I work in such a representation. May I still write $\bar\psi=\psi^\dagger\gamma^0$?

**A:** Look at what the adjoint has to do. The Hermitian conjugate of the Dirac equation is

$$-i(\partial_\mu\psi^\dagger)\gamma^{\mu\dagger}=c\,\psi^\dagger .$$

To turn $\gamma^{\mu\dagger}$ back into $\gamma^\mu$, we multiply from the right by an invertible matrix $A$ with

$$\gamma^{\mu\dagger}A=A\gamma^\mu,\qquad\text{that is,}\qquad A\gamma^\mu A^{-1}=\gamma^{\mu\dagger}.$$

With $\bar\psi=\psi^\dagger A$ the conjugate equation becomes $(\partial_\mu\bar\psi)\gamma^\mu=ic\bar\psi$, while the original reads $\gamma^\mu\partial_\mu\psi=-ic\psi$. Hence

$$\partial_\mu(\bar\psi\gamma^\mu\psi)=ic\bar\psi\psi-ic\bar\psi\psi=0 .$$

If $\gamma^0$ is to serve as $A$, up to a factor, then $\gamma^{\mu\dagger}=\gamma^0\gamma^\mu\gamma^0$. This equals $\gamma^0$ for $\mu=0$ and $-\gamma^i$ for $\mu=i$. Conversely, matrices with that Hermiticity satisfy the condition. So $\psi^\dagger\gamma^0$ is right precisely when the gamma matrices have the usual Hermiticity.

**Q:** Why should a suitable $A$ exist when they do not?

**A:** It can be built from the matrices themselves. Let $\Gamma_B$ be the 16 ordered products of distinct gamma matrices, including the empty product 1, and define

$$G=\frac1{16}\sum_B\Gamma_B^\dagger\Gamma_B .$$

The empty product gives $w^\dagger Gw\ge w^\dagger w/16$, so $G$ is positive definite. Multiplying $\Gamma_B$ from the right by $\gamma^\mu$ either inserts that factor or removes it through $(\gamma^\mu)^2=\pm1$; reordering costs only signs. The 16 products are thus permuted up to signs, which cancel in $\Gamma_B^\dagger\Gamma_B$. Therefore

$$\gamma^{\mu\dagger}G\gamma^\mu=G\qquad(\text{no sum}).$$

Multiply from the right by $\gamma^\mu$ and use its square:

$$\gamma^{0\dagger}G=G\gamma^0,\qquad \gamma^{i\dagger}G=-G\gamma^i .$$

Now put $A=G\gamma^0$. It is Hermitian, because $A^\dagger=\gamma^{0\dagger}G=G\gamma^0=A$. It also has the required property:

$$\gamma^{0\dagger}A=G\gamma^0\gamma^0=A\gamma^0,$$
$$\gamma^{i\dagger}A=-G\gamma^i\gamma^0=G\gamma^0\gamma^i=A\gamma^i .$$

**Q:** Could another $A$ give different physics?

**A:** Not for $4\times4$ matrices, once the density is required to be positive. First, the 16 products are linearly independent. Each nonempty $\Gamma_B$ anticommutes with some $\gamma^\mu$: take one inside the product if its length is even, one outside if it is odd. Then $\gamma^\mu\Gamma_B(\gamma^\mu)^{-1}=-\Gamma_B$, so $\mathrm{tr}\,\Gamma_B=0$. If $\sum_Bc_B\Gamma_B=0$, multiply by $\Gamma_C^{-1}$ and take the trace. Every term with $B\ne C$ is a multiple of a nonempty product and drops out, leaving $4c_C=0$. Sixteen independent matrices span all $4\times4$ matrices.

If $A$ and $B$ both satisfy the condition, then

$$A^{-1}B\gamma^\mu=A^{-1}\gamma^{\mu\dagger}B=\gamma^\mu A^{-1}B .$$

So $A^{-1}B$ commutes with every matrix and is a number $k$. Hermiticity of $B=kA$ makes $k$ real, and positivity of $B\gamma^0=kG$ makes it positive. What remains is a normalization.

The restriction to $4\times4$ matters. For the $8\times8$ matrices $\gamma^\mu\otimes1_2$, the matrix $A\otimes M$ works for every invertible $2\times2$ matrix $M$, and uniqueness is lost.

**Q:** I would have expected a change of basis to carry $\gamma^0$ along and keep the adjoint correct. Why doesn't it?

**A:** Because $\gamma^0$ maps spinors to spinors, whereas $A$ combines a conjugated spinor with a spinor to give a number. With $\psi'=S\psi$, keeping that number fixed requires

$$A'=(S^{-1})^\dagger AS^{-1},\qquad\text{whereas}\qquad \gamma'^0=S\gamma^0S^{-1}.$$

The new $A'$ satisfies the new condition:

$$A'\gamma'^\mu=(S^{-1})^\dagger\gamma^{\mu\dagger}AS^{-1}
=(S^{-1})^\dagger\gamma^{\mu\dagger}S^\dagger A'=\gamma'^{\mu\dagger}A'.$$

For unitary $S$ the two transformation rules coincide, which hides the distinction. For the scaled components, starting from $A=\gamma^0$,

$$A'=\mathrm{diag}(1,1,-\lambda^{-2},-\lambda^{-2}),$$
$$G'=A'\gamma'^0=\mathrm{diag}(1,1,\lambda^{-2},\lambda^{-2}).$$

At $\lambda=2$ the average over products gives $\mathrm{diag}(2.5,2.5,0.625,0.625)$. Dividing by 2.5 gives $\mathrm{diag}(1,1,0.25,0.25)$, in agreement with $G'$.

**Q:** Does this $A$ also make $\bar\psi\psi$ a Lorentz scalar?

**A:** Yes, for boosts and rotations. For $\mu\neq\nu$,

$$(\gamma^\mu\gamma^\nu)^\dagger A=\gamma^{\nu\dagger}\gamma^{\mu\dagger}A=A\gamma^\nu\gamma^\mu=-A\gamma^\mu\gamma^\nu .$$

A boost or a rotation acts on spinors through $D=e^X$ with $X=\tfrac12\sum_{\mu<\nu}w_{\mu\nu}\gamma^\mu\gamma^\nu$ and real $w_{\mu\nu}$. Thus $X^\dagger A=-AX$. Applying this to each term of the exponential series gives $D^\dagger A=AD^{-1}$, hence $D^\dagger AD=A$.

For the current, take a boost along $z$ with rapidity $\omega$: $D=e^{\omega K/2}$, $K=\gamma^0\gamma^3$, $K^2=1$. Since $K$ anticommutes with $\gamma^0$,

$$D^{-1}\gamma^0D=\gamma^0D^2=\gamma^0(\cosh\omega+K\sinh\omega)=\gamma^0\cosh\omega+\gamma^3\sinh\omega .$$

Likewise $\gamma^3K=\gamma^0$ gives $D^{-1}\gamma^3D=\gamma^3\cosh\omega+\gamma^0\sinh\omega$, while $\gamma^1$ and $\gamma^2$ commute with $K$. So $\bar\psi\gamma^\mu\psi$ transforms as a four-vector under this boost.

**Q:** How badly would my $\psi^\dagger\gamma^0$ fail for one moving electron?

**A:** Use the scaled representation and boost the rest spinor $(1,0,0,0)$ to speed $v$. Let $g=\cosh\omega$ be the Lorentz factor, so $\sinh\omega=gv/c$, and write $a=\cosh(\omega/2)$, $b=\sinh(\omega/2)$. In this representation

$$K'=\begin{pmatrix}0&\sigma_3/\lambda\\\lambda\sigma_3&0\end{pmatrix},\qquad
u=(a,0,\lambda b,0),\qquad K'u=(b,0,\lambda a,0),$$

with $a^2=(g+1)/2$ and $b^2=(g-1)/2$. The correct quantities do not depend on $\lambda$:

- scalar: $u^\dagger A'u=a^2-b^2=1$;
- density: $u^\dagger G'u=a^2+b^2=g$;
- current divided by $c$: $u^\dagger G'K'u=2ab=gv/c$.

Putting $\gamma'^0$ in place of $A'$ gives instead

- "scalar": $a^2-\lambda^2b^2$;
- "density": $a^2+\lambda^2b^2$;
- "current" divided by $c$: $(1+\lambda^2)ab$.

For $\lambda=2$ and $v=0.8c$, $g=1.6667$, so $a^2=4/3$ and $b^2=1/3$. The uncorrected scalar is $4/3-4/3=0$. The density is $8/3=2.6667$ instead of 1.6667. The current over $c$ is $5\times2/3=10/3$, so current over density is $1.25c$ for an electron moving at $0.8c$.

| $v/c$ | uncorrected scalar | uncorrected current/density, in $c$ |
|---|---|---|
| 0.1 | 0.9924 | 0.2481 |
| 0.6 | 0.6250 | 1.1538 |
| 0.8 | 0.0000 | 1.2500 |
| 0.9 | −0.9412 | 1.2187 |

The two columns behave differently at low speed. As $v\to0$ the scalar tends to 1, but the velocity ratio tends to $(1+\lambda^2)v/2=2.5v$, so its relative error does not vanish. The ratio exceeds $c$ when

$$(1+\lambda^2)ab-a^2-\lambda^2b^2=(a-b)(\lambda^2b-a)>0 .$$

Since $a>b$, this means $a<\lambda^2b$. At $0.8c$ we have $a=2b<4b$, as required. For $g\to\infty$ the ratio returns to $c$, which is why the last column need not grow steadily.

**Q:** At least my scalar is real. And with a non-Hermitian $H$, is probability not lost?

**A:** Your scalar is real here because $\gamma'^0$ happens to remain Hermitian. For the general complex $S$ in the numerical output, one spinor gives $3.8336-0.3725i$.

As for probability, the relations for $G$ give $\gamma^{0\dagger}G=G\gamma^0$ and

$$(\gamma^0\gamma^k)^\dagger G=\gamma^{k\dagger}G\gamma^0=-G\gamma^k\gamma^0=G\gamma^0\gamma^k .$$

Hence $H^\dagger G=GH$ at fixed real momentum, and

$$\frac{d}{dt}\psi^\dagger G\psi=i\psi^\dagger(H^\dagger G-GH)\psi=0 .$$

If $Hw=Ew$, the same relation gives $E\,w^\dagger Gw=E^*w^\dagger Gw$. Since $w^\dagger Gw>0$, $E$ is real.

The norm $\psi^\dagger\psi$ has no such protection. Start from $(1,0,0,0)$ at the momentum belonging to $v=0.8c$, with $E=gc^2$ now denoting the positive energy. Because $K'$ and $\gamma'^0$ anticommute, $H^2=c^2p^2+c^4=E^2$, so

$$e^{-iHt}=\cos Et-\frac{i}{E}H\sin Et .$$

With $c^2/E=1/g$ and $cp/E=v/c$, the first and third components are

$$\psi_1=\cos Et-\frac{i}{g}\sin Et,\qquad \psi_3=-i\lambda\frac vc\sin Et .$$

Since $1/g^2=1-v^2/c^2$, $|\psi_1|^2=1-(v/c)^2\sin^2Et$. Therefore

$$\psi^\dagger\psi=1+(\lambda^2-1)\frac{v^2}{c^2}\sin^2Et,\qquad \psi^\dagger G'\psi=1 .$$

The first rises to $1+3\times0.64=2.92$ at $t=\pi/(2E)=5.02\times10^{-5}$ atomic units of time, with $E=31298$ hartree, and then returns to 1. This state mixes both signs of energy. A single energy eigenstate acquires only a phase, so its $\psi^\dagger\psi$ would stay constant and the fault would not show in this way.

**Q:** So may I still assume the usual Hermiticity at the start of a calculation?

**A:** Yes, as a choice of basis. Take $T=G^{1/2}$, the positive square root, and $\tilde\gamma^\mu=T\gamma^\mu T^{-1}$. Then

$$\tilde\gamma^{\mu\dagger}\tilde\gamma^\mu=T^{-1}\gamma^{\mu\dagger}G\gamma^\mu T^{-1}=T^{-1}GT^{-1}=1\qquad(\text{no sum}),$$

so the new matrices are unitary and have the usual Hermiticity. In that basis $\psi^\dagger\gamma^0$ is the Dirac adjoint. If you later rescale components or make another non-unitary change, carry $A$ along by its own rule.

## Numbers as computed

```
General complex S (seeded random matrix), dimensionless:
  largest entry of g0 - g0^dagger: 0.5650
  largest entry of gi + gi^dagger: 0.9028
  independent solutions A: 1
  independent gamma products: 16
  positive, negative eigenvalues of A: 2, 2
  naive scalar of a random spinor: 3.8336-0.3725j
Scaled representation, dimensionless:
  lambda = 2.0
  g3 entries (1,3) and (3,1): 0.50, -2.00
  averaged G diagonal: [2.5   2.5   0.625 0.625]
  normalized G diagonal: [1.   1.   0.25 0.25]
  normalized A diagonal: [ 1.    1.   -0.25 -0.25]
Boosted rest spinor (speeds in c, other columns dimensionless):
  v | Lorentz factor | scalar: A, naive | density: A, naive | j/density: A, naive
  0.1 | 1.0050 | 1.0000, 0.9924 | 1.0050, 1.0126 | 0.1000, 0.2481
  0.6 | 1.2500 | 1.0000, 0.6250 | 1.2500, 1.6250 | 0.6000, 1.1538
  0.8 | 1.6667 | 1.0000, 0.0000 | 1.6667, 2.6667 | 0.8000, 1.2500
  0.9 | 2.2942 | 1.0000, -0.9412 | 2.2942, 4.2354 | 0.9000, 1.2187
Evolution at the momentum belonging to v = 0.8 c:
  c = 137.035999 a.u. of velocity
  momentum = 182.7147 a.u. of momentum
  eigenvalues of H: -31298.108 and 31298.108 hartree
  time of largest naive norm = 5.01882e-05 a.u. of time
  t/t_max | psi^dagger G psi | psi^dagger psi (dimensionless)
  0.0 | 1.0000 | 1.0000
  0.5 | 1.0000 | 1.9600
  1.0 | 1.0000 | 2.9200
  1.5 | 1.0000 | 1.9600
  2.0 | 1.0000 | 1.0000
```
